# Why 4.5 eV Electrons Barely Dissociate Cold Hydrogen Molecules Directly

A hydrogen plasma upstream of a porous low-k film supplies H atoms for resist removal. The electrons must first break H$_2$, whose bond energy is about 4.5 eV. At an electron temperature of 2 eV, a Maxwellian distribution has 21% of its electrons above 4.5 eV but only 1.9% above 10 eV. The predicted supply of radicals therefore depends on which of these energies governs dissociation by electron impact.

## The counter-example: one electron of 4.5 eV

Take the claim that an electron carrying the bond energy breaks the bond efficiently, and test it on a cold molecule in its lowest vibrational level, without rotation.

The bond energy is a difference between two end points,

$$D_0=2E(\mathrm H)-E_0 ,$$

where $E_0$ is the energy of the level $v=0$. Here $D_0=4.437$ eV. This and the other molecular energies come from full configuration interaction for two electrons in the aug-cc-pVTZ basis, with the nuclei moving on Born–Oppenheimer curves. The error of the finite basis is not corrected, and non-adiabatic coupling and relativity are left out. The larger aug-cc-pVQZ basis raises $D_0$ by about 0.03 eV and shifts the excitation energies given below by a few hundredths of an eV. In the basis used here, an electron of 4.5 eV has 0.063 eV to spare; in the larger one it has about half as much. In both cases energy conservation permits dissociation. It remains to ask how the energy could reach the nuclei.

**By a direct knock.** Let an electron of mass $m$ and speed $v$ hit a free proton of mass $M$ head-on. For a proton at rest this gives the largest transfer. With final speeds $v'$ and $u$,

$$m(v-v')=Mu,\qquad m(v-v')(v+v')=Mu^2 .$$

Dividing the second equation by the first gives $v+v'=u$. Inserting $v'=u-v$ into the first gives $u=2mv/(m+M)$, so that

$$\frac{Mu^2/2}{mv^2/2}=\frac{4mM}{(m+M)^2}.$$

For 4.5 eV the transfer is 0.0098 eV. If the proton already moves along with the electron at its root-mean-square zero-point speed, the transfer rises to about 0.06 eV, still far below the bond energy.

**By exciting the electrons.** The electron can instead lift the molecule from its singlet ground state X to a repulsive electronic state, on which the nuclei fly apart. The lowest such state is the triplet $b\,^3\Sigma_u^+$. It is reached by exchange: the incoming electron takes the place of a molecular electron, which leaves.

The curves $V_X(R)$ and $V_b(R)$ follow from pair functions built from orthonormal orbitals,

$$|ij\rangle_\pm=\frac{\phi_i\phi_j\pm\phi_j\phi_i}{\sqrt{2(1+\delta_{ij})}},$$

with the upper sign for singlets and the lower for triplets. A matrix element of the Hamiltonian contains four products. They are equal in pairs, because the Hamiltonian does not change when the electrons are exchanged. The factor 2 cancels the two normalization factors $\sqrt2$, leaving

$$H^\pm_{ij,kl}=\frac{(ij|H|kl)\pm(ij|H|lk)}{\sqrt{(1+\delta_{ij})(1+\delta_{kl})}},$$

$$(ij|H|kl)=h_{ik}\delta_{jl}+\delta_{ik}h_{jl}+(ik|jl).$$

Here $h$ holds the kinetic energy and nuclear attraction, and $(ik|jl)$ is the electron repulsion integral. The nuclear repulsion is added to the eigenvalues.

At the equilibrium distance of 1.404 bohr, the gap between the curves is 10.56 eV (1.402 bohr and about 10.6 eV in aug-cc-pVQZ). Measured from $v=0$ instead of from the bottom of the well, the b curve lies 10.29 eV up. At 1.4 bohr the next excited state lies 12.51 eV above X, against 10.59 eV for b, so b is the cheapest vertical excitation. Going from the aug-cc-pVDZ to the aug-cc-pVTZ basis changes the gap by 0.08 eV, which is immaterial here.

Both curves end at two ground-state H atoms. The state b therefore has the bond energy as its energetic threshold, although it lies above 10 eV where the nuclei are found.

**Why the nuclei do not move first.** A 4.5 eV electron covers a path of two bond lengths in 0.118 fs. The vibrational period, taken from the computed quantum of 0.515 eV, is 8.0 fs, about 70 times longer. An electron that has paid for dissociation leaves more slowly: with 0.063 eV it needs about 0.5 fs for one bond length, which is still short compared with the period. In a direct collision the nuclei therefore move little, and their wavefunction $\chi_0$ is carried over to the b curve as it stands. This argument fails if the electron is captured for a time, a case taken up below.

The nuclear factor in the probability of an excitation energy $\varepsilon$, counted from $v=0$, is then the Franck–Condon density

$$f(\varepsilon)=|\langle\psi_\varepsilon|\chi_0\rangle|^2 ,$$

where $\psi_\varepsilon$ is the nuclear wave on the b curve with total energy $E_0+\varepsilon$, normalized per unit energy. This assumes that the electronic transition amplitude does not depend on $R$. A second factor depends on the energy of the incoming electron and vanishes when $\varepsilon$ exceeds that energy. Since the waves $\psi_\varepsilon$ form a complete set, $f$ integrates to one.

The fraction of $f$ below 4.5 eV comes out at about $10^{-17}$. It is 3 parts in a million below 6 eV, 2% below 8 eV, 15% below 9 eV and 45% below 10 eV; in the aug-cc-pVQZ basis the values below 6 and 10 eV drop to about 2 parts in a million and a little over 43%. The first number depends steeply on the 0.063 eV to spare, and so on small errors in $D_0$: in the aug-cc-pVQZ basis, which leaves less energy to spare, it is smaller still, by up to roughly a factor of ten. What it establishes is extreme smallness. The density $f$ was also computed from continuum waves integrated outward in $R$. Near 4.5, 8 and 10 eV this agreed within 6% with the density from standing waves in a box.

**Where the small number comes from.** At $\varepsilon=4.5$ eV the overlap is collected in a region forbidden to both nuclear waves. To leading semiclassical order, $\chi_0$ falls with $R$ at the rate $\kappa_X$ and $\psi_\varepsilon$ grows at the rate $\kappa_b$, where

$$\hbar\kappa_X=\sqrt{2\mu(V_X-E_0)},\qquad \hbar\kappa_b=\sqrt{2\mu(V_b-E_0-\varepsilon)},$$

and $\mu$ is half the proton mass. The product grows while $\kappa_b>\kappa_X$, that is, while $V_b-V_X>\varepsilon$, and falls afterwards. Its peak lies where the vertical gap equals $\varepsilon$. For 4.5 eV this requires a strongly stretched bond, where both waves are exponentially small. The claim fails for this electron: dissociation through b is allowed by energy conservation and suppressed by the nuclear overlap.

## The correct statement and its proof

Let a molecule in the level $\chi_0$ be excited directly to another electronic state, with an electronic amplitude independent of $R$. Then the excitation energy, weighted with the density $f$ alone, has mean and variance

$$\bar\varepsilon=\langle\Delta V\rangle,\qquad s^2=\langle\Delta V^2\rangle-\langle\Delta V\rangle^2,\qquad \Delta V=V_b-V_X ,$$

where the averages are taken over $\chi_0^2$. The fraction of $f$ at or below an energy $\bar\varepsilon-a$, with $a>0$, is at most $s^2/(s^2+a^2)$. The dissociation limit does not enter these expressions; what counts is the gap where the nuclei are.

**The moments.** The nuclear Hamiltonians $H_X$ and $H_b$ share the same kinetic energy, so $H_b=H_X+\Delta V$. Because $(H_X-E_0)\chi_0=0$,

$$(H_b-E_0)\chi_0=\Delta V\,\chi_0 .$$

By completeness, the moments of $f$ are expectation values of powers of $H_b-E_0$. The first is $\langle\chi_0|\Delta V|\chi_0\rangle$. The second is the squared norm of $(H_b-E_0)\chi_0$, which is $\langle\Delta V^2\rangle$. For H$_2$ the result is $\bar\varepsilon=10.23$ eV and $s=1.22$ eV.

**The bound.** Choose any $c>0$. For $\varepsilon\le\bar\varepsilon-a$ the quantity $(\varepsilon-\bar\varepsilon-c)^2/(a+c)^2$ is at least one, and elsewhere it is not negative. Its average is therefore no smaller than the fraction sought:

$$P(\varepsilon\le\bar\varepsilon-a)\le\frac{s^2+c^2}{(a+c)^2}.$$

The choice $c=s^2/a$ turns the numerator into $s^2(a^2+s^2)/a^2$ and the denominator into $(a^2+s^2)^2/a^2$. Their ratio is $s^2/(a^2+s^2)$, as stated.

For 4.5 eV, $a=10.23-4.5=5.73$ eV, and the bound is $1.49/(1.49+32.8)=0.043$. The mean and variance alone thus limit the accessible fraction to 4%, and the actual overlap is smaller by many orders of magnitude. The bound is useful because it requires no tunnelling calculation.

**How far a classical picture goes.** One may assign to each $R$ the energy $\Delta V(R)$ and weight it with $\chi_0^2$. This image of the nuclear density has the right mean and variance, but not the right third moment. With $D=\Delta V-\bar\varepsilon$,

$$\langle(\varepsilon-\bar\varepsilon)^3\rangle=\langle D\chi_0|(H_X-E_0)+D|D\chi_0\rangle .$$

The second term gives $\langle D^3\rangle$, the value of the image. In the first, the product rule and $(H_X-E_0)\chi_0=0$ leave

$$-\frac{\hbar^2}{2\mu}\int\left[DD''\chi_0^2+DD'(\chi_0^2)'\right]dR=\frac{\hbar^2}{2\mu}\int D'^2\chi_0^2\,dR ,$$

after the last term on the left is integrated by parts. The third moment is 0.66 eV$^3$ for $f$ and $-0.13$ eV$^3$ for the image. The difference agreed with the kinetic term within 2%. At 9, 10 and 11 eV, the fractions below these energies differ between the two distributions by at most 0.026, so the image serves well near the centre.

**When the conclusion changes.** If the upper curve leads to ground-state atoms and already lies close to that limit at the equilibrium distance, $\bar\varepsilon$ is close to $D_0$ and the bond energy becomes a fair guide. Vibrational excitation also spreads the nuclei to distances where the gap is smaller.

## From one electron to a plasma

A rate needs a cross section. For a simple rise from threshold, let two hard spheres meet at impact parameter $\rho$, with contact distance $d$, and require that the energy along the line of centres exceed $\varepsilon$. This means $E(1-\rho^2/d^2)\ge\varepsilon$, and the area is $\pi d^2(1-\varepsilon/E)$. Writing $\sigma_0$ for $\pi d^2$ and averaging over $f$,

$$\sigma(E)=\sigma_0\int_{\varepsilon<E}f(\varepsilon)\left(1-\frac{\varepsilon}{E}\right)d\varepsilon .$$

This is a model, not a theory of exchange scattering. With the round value $\sigma_0=5\times10^{-17}$ cm$^2$ it gives $1.6\times10^{-17}$ cm$^2$ at 15 eV, $5\times10^{-20}$ cm$^2$ at 8 eV and about $10^{-36}$ cm$^2$ at 4.5 eV. The last value, like the fraction below 4.5 eV, is very sensitive to $D_0$ and should be read only as an order of magnitude for this basis; it is smaller still in the larger one.

Let $T_e$ and $E$ be in eV and $e$ be the elementary charge. The Maxwellian energy distribution is $2\pi^{-1/2}T_e^{-3/2}\sqrt E\,e^{-E/T_e}$ and the speed is $\sqrt{2eE/m}$. For a single $\varepsilon$,

$$k_\varepsilon=\sigma_0\sqrt{\frac{2e}{m}}\,\frac{2}{\sqrt\pi\,T_e^{3/2}}\int_\varepsilon^\infty(E-\varepsilon)e^{-E/T_e}dE .$$

Substituting $x=E-\varepsilon$ makes the integral $T_e^2e^{-\varepsilon/T_e}$. Hence

$$k=\sigma_0\bar v\int f(\varepsilon)e^{-\varepsilon/T_e}d\varepsilon,\qquad \bar v=\sqrt{\frac{8eT_e}{\pi m}} .$$

At $T_e=2$ eV, $\bar v=9.46\times10^7$ cm/s and the average over $f$ is $7.14\times10^{-3}$. The rate coefficient is

$$k=(5\times10^{-17})(9.46\times10^7)(7.14\times10^{-3})=3.4\times10^{-11}\ \mathrm{cm^3/s}.$$

The average equals $e^{-\varepsilon_{\rm eff}/T_e}$ with $\varepsilon_{\rm eff}=9.89$ eV. This lies below the mean because the exponential favours the low-energy side of $f$. Expanding the logarithm of the average to second order gives

$$\varepsilon_{\rm eff}\approx\bar\varepsilon-\frac{s^2}{2T_e}=10.23-0.37=9.86\ \mathrm{eV}.$$

Using $D_0$ as the threshold with the same $\sigma_0$ gives about $5\times10^{-10}$ cm$^3$/s, too large by a factor of 15. With $\sigma_0$ still fixed, the factor is 171 at $T_e=1$ eV and 4.1 at 4 eV. The error shrinks as the electrons become hot compared with the difference between the two energies. These numbers depend on the assumed rise from threshold. If the cross section jumped to $\sigma_0$ at $\varepsilon$, each exponential would be multiplied by $1+\varepsilon/T_e$; the rate at 2 eV would be $2.0\times10^{-10}$ cm$^3$/s, about six times larger, and the factors at 1, 2 and 4 eV would be 93, 8.5 and 2.5.

At 2 eV, electrons below 8 eV contribute 0.16% of the rate. The plasma makes H atoms through its energetic tail.

For an electron density of $10^{11}$ cm$^{-3}$, each molecule dissociates at 3.4 s$^{-1}$. A residence time of 10 ms gives the fraction $1-e^{-0.0338}=0.033$. At 1 Torr and 500 K the gas holds $1.93\times10^{16}$ molecules per cm$^3$, so the H density without losses is $2(1.93\times10^{16})(0.033)=1.3\times10^{15}$ cm$^{-3}$.

## A route through electron capture

An electron can also be captured, after which the temporary negative ion breaks into H and H$^-$. The electron affinity of H pays part of the cost: the threshold is $4.437-0.728=3.71$ eV, below the energy of our electron (in aug-cc-pVQZ the affinity is 0.740 eV and the threshold 3.72 eV). The comparison of passage time and vibrational period does not apply to a captured electron. The captured electron can also leave again, with the molecule vibrationally excited or, if enough energy remains with the nuclei, separated into two H atoms. The rate of this last process is not estimated here.

To compare attachment with direct dissociation, let its cross section have a constant value $\sigma_a$ above the threshold $E_a$. The Maxwellian average now contains $\int_{E_a}^\infty E\,e^{-E/T_e}dE=T_e(T_e+E_a)e^{-E_a/T_e}$, and with the same prefactor as before

$$k_a=\sigma_a\bar v\left(1+\frac{E_a}{T_e}\right)e^{-E_a/T_e}.$$

Attachment would match the direct rate at 2 eV if $\sigma_a=8\times10^{-19}$ cm$^2$. For cold H$_2$ the real value near threshold is roughly $10^{-21}$ cm$^2$, so this route is minor in the plasma. For an electron of 4.5 eV, however, even a much smaller value would far exceed the direct one. Attachment grows by orders of magnitude with vibrational excitation, so its neglect is not justified in strongly excited H$_2$.

## Beside a real radical source

The pressure, temperatures, electron density and residence time are rough typical values for a source used in downstream resist removal, and $\sigma_0$ gives a cross section of realistic order near 15 eV. The slow rise of the model from threshold is likely to understate the rate: compiled rate coefficients at 2 eV are of order $10^{-10}$ cm$^3$/s, several times the model value, and the H density would rise with them. Among the neglected effects estimated here, the largest concerns the Maxwellian tail, which inelastic collisions deplete. As a simple example of a depleted tail, a Druyvesteyn distribution, proportional to $\sqrt E\,e^{-(bE)^2}$ with $b$ set to keep the same mean energy, lowers the rate to 0.046 of its value, a factor of 22. The other effects are smaller for these settings. A vibrational temperature of 3000 K raises the direct rate by 15%. The next electronic state, given the same strength, has 0.38 of the weight of b if only the vertical gaps at 1.4 bohr are compared. The broad density $f$ of b makes its true share somewhat smaller, but higher states can still add appreciably where they lead to dissociation. Electrons above 20 eV, where the model cross section keeps rising although a real exchange cross section falls, supply 4% of the rate. The rotational energy scale is 0.043 eV. Wall recombination with probability $10^{-3}$ in a tube of 5 cm radius, with diffusion assumed fast, leaves 85% of the atoms; many metal surfaces recombine H far more readily. The H density above is therefore an estimate for the source, not the supply at the film. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Equilibrium bond length: 1.404 bohr
Bond energy D0 from v=0: 4.437 eV
Vertical X-b gap at equilibrium: 10.56 eV
b curve at equilibrium above v=0: 10.29 eV
Gap change, aug-cc-pVDZ to pVTZ: 0.083 eV
X-b gap at R=1.4 bohr: 10.59 eV
Next vertical state at R=1.4 bohr: 12.51 eV
Mean excitation energy from v=0: 10.23 eV
Standard deviation of that energy: 1.22 eV
Third moment, quantum and image: 0.659, -0.129 eV^3
Image error in fraction, 9-11 eV: 0.026 (leading estimate 0.029)
FC fraction below 4.5 eV: 1.48e-17
FC fraction below 6.0 eV: 2.96e-06
FC fraction below 8.0 eV: 2.25e-02
FC fraction below 9.0 eV: 1.54e-01
FC fraction below 10.0 eV: 4.46e-01
Electron path 2R, time at 4.5 eV: 0.118 fs
Vibrational quantum v=0 to 1: 0.515 eV
Vibrational period: 8.03 fs
Largest elastic transfer at 4.5 eV: 0.00979 eV
Input electron temperature: 2.0 eV
Input model sigma0: 5.0e-17 cm2
Input electron density: 1.0e+11 cm-3
Input pressure: 1.0 Torr
Input gas temperature: 500 K
Input residence time: 10 ms
Model cross section at 4.5 eV: 1.43e-36 cm2
Model cross section at 8.0 eV: 4.68e-20 cm2
Model cross section at 12.0 eV: 7.59e-18 cm2
Model cross section at 15.0 eV: 1.59e-17 cm2
Mean electron speed: 9.464e+07 cm/s
FC average of exp(-eps/Te): 7.135e-03
Effective activation energy: 9.89 eV
Direct dissociation coefficient: 3.38e-11 cm3/s
Coefficient with D0 threshold: 5.15e-10 cm3/s
Overestimate by D0 threshold, Te=1 eV: 171.2 times
Overestimate by D0 threshold, Te=2 eV: 15.2 times
Overestimate by D0 threshold, Te=4 eV: 4.1 times
Electrons above 4.5 eV: 0.212
Electrons above 10 eV: 0.0185
Rate share, electrons below 8 eV: 0.0016
Rate share, electrons above 20 eV: 0.038
H2 density before dissociation: 1.93e+16 cm-3
Dissociation frequency per H2: 3.38 s-1
H2 fraction dissociated, no losses: 0.0332
H density, no losses: 1.28e+15 cm-3
Neglected: Druyvesteyn/Maxwell rate ratio: 0.046
Neglected: rate ratio, Tvib=3000 K to v=0: 1.15
Neglected: next state's Boltzmann weight: 0.38 of b
Neglected: rotational kT: 0.043 eV
Wall inputs: probability 1e-03, radius 5 cm
Neglected: H kept after wall loss: 0.85
Computed electron affinity of H: 0.728 eV
Attachment threshold from v=0: 3.71 eV
Flat attachment sigma matching direct rate: 8.0e-19 cm2
```
